# Strong-coupling optical linewidth of a defect coupled to one phonon mode, part 1

(Sections cited here and not found follow in the second part.)

## 1. From the defect model to the Gaussian width

### Definitions and conventions

A localized defect has two non-degenerate electronic states, lower \(g\) and upper \(e\). Each is coupled to one harmonic mode of mass \(m\), angular frequency \(\omega\), coordinate \(Q\) and momentum \(P\). The frequency is the same in both states; the equilibrium position differs by \(d\). Energies are in eV and temperatures in K, and \(\hbar\) is kept. The symbols are:

- \(E_{00}\), the zero-phonon energy, between the lowest vibrational levels of the two states;
- \(S=m\omega d^2/2\hbar\), the Huang-Rhys factor;
- \(x=\hbar\omega/2k_BT\), and \(n=1/(e^{2x}-1)\), the Bose occupation;
- \(M=S\coth x\) and \(t=\tanh x\), so that \(S/M=t\);
- \(W\), the full width at half maximum of the band, and \(\sigma\), its standard deviation.

The relaxation energy is the elastic energy released in one electronic state after a vertical transition. It equals \(\tfrac12m\omega^2d^2=S\hbar\omega\). The sum of the relaxation energies in both states is twice this.

The result derived below is, for \(M\gg1\),

\[
W(T)=\sqrt{8\ln2}\;\hbar\omega\sqrt{S\coth\frac{\hbar\omega}{2k_BT}} .
\]

It is the width of the envelope of the phonon replicas. The isolated model has infinitely sharp lines; a single broad band appears when some further broadening merges them.

### Hamiltonians

The vibrational Hamiltonians are

\[
H_g=\frac{P^2}{2m}+\frac{m\omega^2Q^2}{2},\qquad
H_e=E_{00}+\frac{P^2}{2m}+\frac{m\omega^2(Q-d)^2}{2}.
\]

Expanding the square shows why the coupling is called linear:

\[
H_e=H_g+E_{00}+S\hbar\omega-m\omega^2d\,Q .
\]

Let \(Q=\sqrt{\hbar/2m\omega}\,(a+a^\dagger)\), with \([a,a^\dagger]=1\). The coefficient of \(a+a^\dagger\) is then

\[
m\omega^2d\sqrt{\frac{\hbar}{2m\omega}}
=\hbar\omega\sqrt{\frac{m\omega d^2}{2\hbar}}=\hbar\omega\sqrt S .
\]

Therefore

\[
H_g=\hbar\omega\left(a^\dagger a+\tfrac12\right),\qquad
H_e=E_{00}+\hbar\omega\left[(a^\dagger-\sqrt S)(a-\sqrt S)+\tfrac12\right].
\]

At the lower minimum, \(Q=0\), the potentials differ by \(E_{00}+S\hbar\omega\), the vertical absorption energy.

### Spectrum and characteristic function

Two assumptions enter here. The transition dipole does not depend on \(Q\) (the Condon approximation), and the mode is in thermal equilibrium in the initial state. Fermi's golden rule then gives a rate proportional to the normalized spectral function

\[
A(E)=\sum_{i,f}p_i\,|\langle f|i\rangle|^2\,\delta(E-E_f+E_i).
\]

Here \(i\) and \(f\) label eigenstates of \(H_g\) and \(H_e\), and \(p_i\) is the Boltzmann probability. Factors of photon energy that convert \(A\) into a measured quantity are treated in the second half.

Define the characteristic function, with \(s\) an inverse energy, by

\[
G(s)=\int A(E)e^{iEs}dE
=\sum_{i,f}p_i|\langle f|i\rangle|^2e^{i(E_f-E_i)s}.
\]

The sum over \(f\) builds the operator \(e^{iH_es}\), while \(e^{-iE_is}\) comes from \(e^{-iH_gs}\) acting on \(|i\rangle\). With \(\rho\) the thermal density operator of \(H_g\),

\[
G(s)=\mathrm{Tr}\left[\rho\,e^{-iH_gs}e^{iH_es}\right].
\]

### Reduction to displacement operators

Let \(D(\alpha)=\exp(\alpha a^\dagger-\alpha^*a)\). Since \([\sqrt S(a^\dagger-a),a]=-\sqrt S\) is a number, \(D(\sqrt S)\,a\,D^\dagger(\sqrt S)=a-\sqrt S\). Hence

\[
H_e=E_{00}+D(\sqrt S)H_gD^\dagger(\sqrt S),
\]

and the same transformation applies to the exponential of \(H_e\). With \(\theta=\hbar\omega s\) and \(\langle\cdot\rangle\) the thermal average,

\[
G=e^{iE_{00}s}\left\langle e^{-iH_gs}D(\sqrt S)e^{iH_gs}\,D(-\sqrt S)\right\rangle .
\]

The operator \(a^\dagger\) raises the phonon number by one, so \(e^{-iH_gs}a^\dagger e^{iH_gs}=a^\dagger e^{-i\theta}\). Its adjoint gives \(a\to ae^{i\theta}\). The first three factors in the average are therefore \(D(\alpha)\) with \(\alpha=\sqrt S\,e^{-i\theta}\).

To multiply two displacements, consider operators \(X,Y\) whose commutator is a number. The function \(F(\lambda)=e^{\lambda X}e^{\lambda Y}\) obeys

\[
F'=\left(X+Y+\lambda[X,Y]\right)F,
\]

because \(e^{\lambda X}Ye^{-\lambda X}=Y+\lambda[X,Y]\). Integrating from 0 to 1 gives \(e^Xe^Y=e^{X+Y}e^{[X,Y]/2}\). For displacements,

\[
[\alpha a^\dagger-\alpha^*a,\;\beta a^\dagger-\beta^*a]=\alpha\beta^*-\alpha^*\beta .
\]

With \(\beta=-\sqrt S\), half of this is \(\tfrac12S(-e^{-i\theta}+e^{i\theta})=iS\sin\theta\). Thus

\[
G=e^{iE_{00}s+iS\sin\theta}\langle D(\delta)\rangle,\qquad
\delta=\sqrt S\,(e^{-i\theta}-1),\qquad
|\delta|^2=2S(1-\cos\theta).
\]

### Thermal average of a displacement

The product rule with \(X=\delta a^\dagger\) and \(Y=-\delta^*a\), for which \([X,Y]=|\delta|^2\), gives

\[
D(\delta)=e^{-|\delta|^2/2}e^{\delta a^\dagger}e^{-\delta^*a}.
\]

Define \(F(\lambda)=\langle AB\rangle\) with \(A=e^{\lambda\delta a^\dagger}\) and \(B=e^{-\lambda\delta^*a}\). Differentiation gives

\[
F'=\delta\langle a^\dagger AB\rangle-\delta^*\langle ABa\rangle .
\]

Both averages follow from the cyclic property of the trace. Because \(\rho\propto e^{-2xa^\dagger a}\), one has \(a\rho=e^{-2x}\rho a\) and \(\rho a^\dagger=e^{-2x}a^\dagger\rho\). Using \([a,A]=\lambda\delta A\),

\[
\langle ABa\rangle=e^{-2x}\langle aAB\rangle
=e^{-2x}\left(\langle ABa\rangle+\lambda\delta F\right).
\]

Solving for the average gives \(\langle ABa\rangle=n\lambda\delta F\). Similarly, \([B,a^\dagger]=-\lambda\delta^*B\) gives

\[
\langle a^\dagger AB\rangle=e^{-2x}\langle ABa^\dagger\rangle
=e^{-2x}\left(\langle a^\dagger AB\rangle-\lambda\delta^*F\right),
\]

so \(\langle a^\dagger AB\rangle=-n\lambda\delta^*F\). Hence \(F'=-2n\lambda|\delta|^2F\), with \(F(0)=1\), and \(F(1)=e^{-n|\delta|^2}\). The required average is

\[
\langle D(\delta)\rangle=e^{-(n+1/2)|\delta|^2}.
\]

Inserting \(|\delta|^2\) gives

\[
G(s)=\exp\left[iE_{00}s+iS\sin\theta-S(2n+1)(1-\cos\theta)\right].
\]

Writing the sine and cosine as exponentials gives the equivalent form

\[
G(s)=e^{iE_{00}s}\exp\left[S(n+1)(e^{i\theta}-1)+Sn(e^{-i\theta}-1)\right].
\]

The second factor is the characteristic function of the difference of two independent Poisson counts. Their means are \(S(n+1)\) and \(Sn\). Only their difference, the net number of phonons added, appears in the spectrum. At zero temperature the second count vanishes.

### Mean, variance and higher cumulants

The cumulants \(\kappa_k\) are defined by \(\ln G=\sum_{k\ge1}\kappa_k(is)^k/k!\). Expanding the exponentials in the last form of \(G\) gives

\[
\kappa_1=E_{00}+S\hbar\omega,\qquad
\kappa_k=(\hbar\omega)^kS\left[n+1+(-1)^kn\right]\quad(k\ge2).
\]

In particular,

\[
\sigma^2=\kappa_2=(\hbar\omega)^2S(2n+1),\qquad
\kappa_3=(\hbar\omega)^3S,\qquad
\kappa_4=(\hbar\omega)^4S(2n+1).
\]

The definition of \(n\) turns the thermal factor into a hyperbolic cotangent:

\[
2n+1=\frac{e^{2x}+1}{e^{2x}-1}=\coth x,
\qquad\text{hence}\qquad
\sigma^2=(\hbar\omega)^2M .
\]

This variance holds for any \(S\) within the model. It is the Gaussian shape that needs \(M\gg1\), reached by strong coupling or by sufficient heating.

The variance also has a direct physical meaning. Let \(\Delta=H_e-H_g\). For an eigenstate of \(H_g\), \((H_e-E_i)|i\rangle=\Delta|i\rangle\), so the first two moments of the transition energy are \(\langle\Delta\rangle\) and \(\langle\Delta^2\rangle\). The vertical gap varies as \(-m\omega^2d\,Q\), and \(\langle Q^2\rangle=(\hbar/2m\omega)(2n+1)\). Therefore

\[
\sigma^2=m^2\omega^4d^2\,\frac{\hbar}{2m\omega}\coth x
=(\hbar\omega)^2S\coth x .
\]

Zero-point and thermal motion sample different vertical gaps, and the slope of the gap converts the spread in position into a spread in energy. At low temperature the width remains finite because the zero-point motion remains.

### Lines and envelope

Apart from the phase \(e^{iE_{00}s}\), \(G\) has period \(2\pi\) in \(\theta\). Call this periodic part \(\tilde G(\theta)\). Its Fourier series contains integer powers of \(e^{i\theta}\), so the spectrum is a comb:

\[
A(E)=\sum_pW_p\,\delta(E-E_{00}-p\hbar\omega),\qquad
W_p=\frac1{2\pi}\int_{-\pi}^{\pi}\tilde G(\theta)e^{-ip\theta}d\theta .
\]

The integer \(p\) is the net number of phonons added. The envelope \(f(p)\) is defined by the same integral for real \(p\). It passes through every line weight, and the photon energy at \(p\) is \(E=E_{00}+p\hbar\omega\). It is used here for \(M\gg1\); at small \(M\) it can become negative away from the lines and is then not a true envelope.

Suppose each line is broadened into a normalized Gaussian of standard deviation \(\gamma\), by a static spread of zero-phonon energies among the defects for example. Weak coupling of the electronic transition to separate modes may not be enough, because it can leave part of each line sharp. Damping of the vibration itself can also merge the replicas, but it is not included in this Gaussian broadening. Where the weights vary slowly over the distance \(\gamma\), the merging can be judged from a uniform comb. A periodic sum of Gaussians with spacing \(\hbar\omega\) has the Fourier series

\[
\frac1{\hbar\omega}\left[1+2\sum_{k\ge1}
e^{-2\pi^2k^2\gamma^2/(\hbar\omega)^2}
\cos\frac{2\pi k\epsilon}{\hbar\omega}\right],
\]

where \(\epsilon\) is the energy measured from one line. Its coefficients are Fourier integrals of one Gaussian. The leading relative ripple amplitude is \(2\exp[-2\pi^2\gamma^2/(\hbar\omega)^2]\). At \(\gamma=0.7\hbar\omega\) it is \(1.3\times10^{-4}\), so the replicas have merged.

The added broadening is independent of the phonon distribution, so its variance adds to \(\sigma^2\). For nearly Gaussian bands the full width is \(\sqrt{W^2+8\ln2\,\gamma^2}\). Merging the lines therefore costs some extra width, which is small if \(\gamma\ll\sigma\).

### Strong-coupling limit and half width

The remaining task is to evaluate \(f(p)\) for large \(M\). The magnitude of the periodic part is

\[
|\tilde G(\theta)|=e^{-M(1-\cos\theta)} .
\]

For \(|\theta|\le\pi\), \(|\sin(\theta/2)|\ge|\theta|/\pi\). Hence \(1-\cos\theta=2\sin^2(\theta/2)\ge2\theta^2/\pi^2\), and the integrand is bounded by \(e^{-2M\theta^2/\pi^2}\). The integral comes from \(|\theta|\sim M^{-1/2}\). There,

\[
\ln\tilde G=iS\theta-\frac{M\theta^2}{2}
-\frac{iS\theta^3}{6}+\frac{M\theta^4}{24}+\cdots .
\]

Since \(S\le M\), the cubic term is at most of order \(M^{-1/2}\), and the quartic term is of order \(M^{-1}\). Dropping both and extending the limits to infinity gives a Gaussian integral:

\[
f(p)\simeq\frac1{2\pi}\int_{-\infty}^{\infty}
e^{-M\theta^2/2-i(p-S)\theta}d\theta
=\frac1{\sqrt{2\pi M}}\exp\left[-\frac{(p-S)^2}{2M}\right].
\]

At half maximum, \((p-S)^2/2M=\ln2\). The two solutions are \(p-S=\pm\sqrt{2M\ln2}\), separated by \(\sqrt{8M\ln2}\). Multiplication by the phonon energy gives

\[
W=\sqrt{8\ln2}\;\sigma
=\sqrt{8\ln2}\;\hbar\omega\sqrt{S\coth\frac{\hbar\omega}{2k_BT}} .
\]

The numerical factor is 2.355. It converts a standard deviation into a full width and must not be applied to a half width. The formula describes the leading Gaussian; its first correction decides how large \(M\) must be in practice.

## 2. Accuracy, limits and application

### Symbols and results taken over

The phonon energy is \(\hbar\omega\), the Huang-Rhys factor \(S\), and the zero-phonon energy \(E_{00}\). With \(x=\hbar\omega/2k_BT\), the band variance in units of \((\hbar\omega)^2\) is \(M=S\coth x\), and \(t=\tanh x=S/M\). The standard deviation is \(\sigma=\hbar\omega\sqrt M\), and the leading full width is \(W=\sqrt{8\ln2}\,\sigma\). The absorption envelope at net phonon number \(p\) is

\[
f(p)=\frac1{2\pi}\int_{-\pi}^{\pi}\tilde G(\theta)e^{-ip\theta}d\theta,\qquad
\ln\tilde G=iS\theta-\frac{M\theta^2}{2}-\frac{iS\theta^3}{6}+\frac{M\theta^4}{24}+\cdots .
\]

### First correction to the width

Set \(\theta=u/\sqrt M\) and \(p=S+\sqrt M\,y\). The cubic term becomes \(-i\lambda u^3/6\), with \(\lambda=S/M^{3/2}=t/\sqrt M\), and the quartic term becomes \(u^4/24M\). Expanding their exponential through order \(1/M\) gives

\[
1+\frac{\lambda(iu)^3}{6}+\frac{(iu)^4}{24M}+\frac{\lambda^2(iu)^6}{72}.
\]

Under the Fourier integral each factor \(iu\) acts as \(-d/dy\). Acting on \(e^{-y^2/2}\), these derivatives produce the polynomials

\[
H_3=y^3-3y,\quad H_4=y^4-6y^2+3,\quad
H_6=y^6-15y^4+45y^2-15 .
\]

The envelope is therefore proportional to

\[
e^{-y^2/2}\left[1+\frac{\lambda H_3}{6}+\frac{H_4}{24M}
+\frac{\lambda^2H_6}{72}\right].
\]

Take the logarithm and retain order \(1/M\). The square of the cubic correction contributes \(-\lambda^2H_3^2/72\), and \(H_6-H_3^2=-9y^4+36y^2-15\). With \(a=\lambda/6\) and \(b=1/24M\), the logarithm is, up to a constant,

\[
h(y)=-\frac{y^2}{2}+a(y^3-3y)+b(y^4-6y^2)
+a^2\left(-\frac92y^4+18y^2\right).
\]

The maximum is at \(y_0=-3a\) to leading order, where \(h=-\tfrac92a^2+9a^2=\tfrac92a^2\). With \(r^2=2\ln2\), the half-height condition is \(h(y)=\tfrac92a^2-r^2/2\).

Write its two solutions as \(y=\eta r+ay_1+y_2\), where \(\eta=\pm1\) and \(y_2\) is of order \(1/M\). At order \(a\),

\[
-\eta ry_1+\eta(r^3-3r)=0,\qquad y_1=r^2-3 .
\]

Both half-height points move by the same \(ay_1\), so this order leaves the width unchanged. At order \(1/M\),

\[
\eta ry_2=a^2\left[-\frac{y_1^2}{2}+3y_1(r^2-1)
-\frac92r^4+18r^2-\frac92\right]+b(r^4-6r^2).
\]

Substituting \(y_1\), the bracket is

\[
-\frac{r^4-6r^2+9}{2}+3(r^4-4r^2+3)-\frac92r^4+18r^2-\frac92
=9r^2-2r^4 .
\]

The separation of the two solutions is \(2r[1+a^2(9-2r^2)+b(r^2-6)]\). Using \(a^2=t^2/36M\), the corrected width is

\[
W_1=W\left\{1+\frac1M\left[
\frac{9-4\ln2}{36}t^2-\frac{6-2\ln2}{24}\right]\right\}.
\]

Numerically, the bracket is \(0.173t^2-0.192\). It runs from \(-0.019\) in the cold limit to \(-0.192\) in the hot limit. The leading formula is thus slightly too wide at this order, and its relative error is small already for \(M\) of order ten.

The peak is displaced from the mean by \(-3a\sqrt M\,\hbar\omega=-\tfrac12\hbar\omega t\). Hence, to this order,

\[
E_{\rm peak}^{\rm abs}=E_{00}+S\hbar\omega-\frac{\hbar\omega}{2}\tanh x .
\]

The positive third cumulant gives absorption a longer high-energy tail. This is why its peak lies below its mean.

This part has derived the Gaussian band width for \(M\gg1\), its first correction, and the resulting displacement of the absorption peak from the mean. What remains is to examine the temperature limits, emission and photon-energy factors, work through a numerical example, recover the parameters from measured widths, and assess the effects the model neglects.

All numerical values are calculated from the stated model.
